# Zero-temperature conductance of the Anderson model from the Friedel-Langreth sum rule

## What the single-particle picture misses

Take a quantum dot with one orbital level, coupled to two leads. The level lies \(2.5\,\Gamma\) below the Fermi energy, where \(\Gamma\) is its width, and the coupling to the two leads is in the ratio 1:3. If the electrons did not interact, the zero-temperature conductance would be \(0.0288\) in units of \(2e^2/h\), because the level is far off resonance. With a repulsion \(U=5\,\Gamma\) between two electrons on the dot, it is \(0.75\) in the same units, 26 times larger. For a strong repulsion and a level this far below the Fermi energy, the non-interacting result is therefore no guide to the conductance.

The current can be written in terms of the dot's Green function, but with interactions that function has no simple closed form. At zero temperature the difficulty can be bypassed: the conductance follows from the mean number \(n\) of electrons on the dot,

\[
G=\frac{2e^2}{h}\,\frac{4\Gamma_L\Gamma_R}{(\Gamma_L+\Gamma_R)^2}\,\sin^2\frac{\pi n}{2}. \tag{1}
\]

An equilibrium quantity then fixes a transport coefficient.

## Model and assumptions

The Hamiltonian is

\[
H=\sum_{k\alpha\sigma}\varepsilon_k c^\dagger_{k\alpha\sigma}c_{k\alpha\sigma}
+\varepsilon_d\sum_\sigma n_\sigma+Un_\uparrow n_\downarrow
+\sum_{k\alpha\sigma}V_{k\alpha}\left(c^\dagger_{k\alpha\sigma}d_\sigma+d^\dagger_\sigma c_{k\alpha\sigma}\right), \tag{2}
\]

with \(\alpha=L,R\), \(n_\sigma=d^\dagger_\sigma d_\sigma\) and real \(V_{k\alpha}=v_\alpha w_k\). The full level widths are

\[
\Gamma_\alpha=2\pi v_\alpha^2\sum_k w_k^2\,\delta(\omega-\varepsilon_k),\qquad \Gamma=\Gamma_L+\Gamma_R, \tag{3}
\]

and are taken independent of \(\omega\) (wide, flat bands). There is no magnetic field, so both spins are equally occupied. Energies are measured from the equilibrium Fermi level, and \(\hbar=1\) until the current is given in physical units. The bias enters through the lead occupations \(f_L,f_R\), with \(\mu_L-\mu_R=eV\) and \(e>0\).

## The current without the occupation of the dot

Consider one spin and drop its label. The lead operators obey

\[
i\dot c_{k\alpha}=\varepsilon_kc_{k\alpha}+V_{k\alpha}d. \tag{4}
\]

Hence \(\frac{d}{dt}(c^\dagger_{k\alpha}c_{k\alpha})=iV_{k\alpha}(d^\dagger c_{k\alpha}-c^\dagger_{k\alpha}d)\). Its expectation value has the form \(iV(z^*-z)=2V\,\mathrm{Im}\,z\) with \(z=\langle c^\dagger_{k\alpha}d\rangle\). The particle current out of lead \(\alpha\) is therefore

\[
J_\alpha=-\frac{d\langle N_\alpha\rangle}{dt}=-2\sum_kV_{k\alpha}\,\mathrm{Im}\langle c^\dagger_{k\alpha}d\rangle. \tag{5}
\]

The repulsion commutes with \(n_\sigma\), so in a steady state \(J_L+J_R=0\) for each spin. Any combination \(\lambda J_L-(1-\lambda)J_R\) then gives the same current \(J=J_L\); choose

\[
J=\frac{\Gamma_RJ_L-\Gamma_LJ_R}{\Gamma}=\frac{v_R^2J_L-v_L^2J_R}{v^2},\qquad v^2=v_L^2+v_R^2. \tag{6}
\]

Inserting (5) and taking out the common factor \(v_Lv_Rw_k\),

\[
J=-\frac{2v_Lv_R}{v}\sum_kw_k\,\mathrm{Im}\langle b_k^\dagger d\rangle,\qquad
b_k=\frac{v_Rc_{kL}-v_Lc_{kR}}{v}. \tag{7}
\]

By (4), the coupling of \(b_k\) to the dot is \(w_k(v_Rv_L-v_Lv_R)/v=0\). So \(b_k(t)=e^{-i\varepsilon_kt}b_k(0)\), whatever happens on the dot. This is why the weights in (6) are useful.

Let the coupling be switched on at \(t=0\), with each lead in its own thermal state. The initial density matrix \(\rho_0\) contains the factor \(e^{-x n_k}\) for each lead level, where \(x=(\varepsilon_k-\mu_\alpha)/k_BT\), so \(\rho_0c_k^\dagger=e^{-x}c_k^\dagger\rho_0\). Using this and the cyclic property of the trace,

\[
\langle c_k^\dagger(0)d(t)\rangle=e^{-x}\langle d(t)c_k^\dagger(0)\rangle
=e^{-x}\left[\langle\{d(t),c_k^\dagger(0)\}\rangle-\langle c_k^\dagger(0)d(t)\rangle\right].
\]

Solving for the correlation function gives

\[
\langle c_{k\alpha}^\dagger(0)d(t)\rangle=f_\alpha(\varepsilon_k)\,\langle\{d(t),c_{k\alpha}^\dagger(0)\}\rangle,\qquad f_\alpha=\frac1{e^x+1}. \tag{8}
\]

Nothing was assumed about \(d(t)\), which contains the full interaction. To evaluate the anticommutator, integrate the adjoint of (4) and solve for the initial operator:

\[
c^\dagger_{k\alpha}(0)=e^{-i\varepsilon_kt}c^\dagger_{k\alpha}(t)-iV_{k\alpha}\int_0^tdt'\,e^{-i\varepsilon_kt'}d^\dagger(t'). \tag{9}
\]

The equal-time anticommutator \(\{d(t),c^\dagger_{k\alpha}(t)\}\) is zero. With \(G^r(t,t')=-i\theta(t-t')\langle\{d(t),d^\dagger(t')\}\rangle\), what remains is

\[
\langle\{d(t),c^\dagger_{k\alpha}(0)\}\rangle=V_{k\alpha}\int_0^tdt'\,e^{-i\varepsilon_kt'}G^r(t,t'). \tag{10}
\]

In \(\langle b_k^\dagger(0)d(t)\rangle\) the two leads contribute \(v_Rv_Lw_kf_L/v\) and \(-v_Lv_Rw_kf_R/v\) times the same integral. Equation (7) becomes

\[
J(t)=-\frac{2v_L^2v_R^2}{v^2}\sum_kw_k^2\,(f_L-f_R)\,\mathrm{Im}\int_0^tdt'\,e^{i\varepsilon_k(t-t')}G^r(t,t'). \tag{11}
\]

For the weighted combination in (6), this holds at any time after the switching, not just in the steady state. The numerical check compares it with the many-body time evolution of a small interacting cluster.

With continuous leads, assume that a steady state is reached. Then \(G^r\) depends on \(t-t'\), and the integral tends to \(G^r(\varepsilon_k)\). By (3), \((v_L^2v_R^2/v^2)\sum_kw_k^2\delta(\omega-\varepsilon_k)=\Gamma_L\Gamma_R/(2\pi\Gamma)\), so

\[
J=-\frac1\pi\int d\omega\,\frac{\Gamma_L\Gamma_R}{\Gamma}(f_L-f_R)\,\mathrm{Im}\,G^r(\omega).
\]

Multiplying by \(2e/\hbar=(2e/h)\,2\pi\) for charge, spin and units gives the Meir-Wingreen formula for proportional coupling:

\[
I=\frac{2e}{h}\int d\omega\,(f_L-f_R)\,\frac{\Gamma_L\Gamma_R}{\Gamma}\left[-2\,\mathrm{Im}\,G^r(\omega)\right]. \tag{12}
\]

For small bias \(f_L-f_R=eV(-\partial f/\partial\omega)\), which tends to \(eV\delta(\omega)\) as \(T\to0\). This factor is already of first order in \(V\), so \(G^r\) may be taken in equilibrium:

\[
G=\frac{2e^2}{h}\,\frac{\Gamma_L\Gamma_R}{\Gamma}\left[-2\,\mathrm{Im}\,G^r(0)\right]. \tag{13}
\]

## The Green function at the Fermi level

The leads add \(\Delta(\omega)=\sum_{k\alpha}V_{k\alpha}^2/(\omega-\varepsilon_k+i0^+)\) to the level energy. Its imaginary part is \(-\Gamma/2\) by (3); its real part vanishes for a flat, symmetric band of infinite width. All effects of \(U\) are collected in a self-energy \(\Sigma\):

\[
G^r(\omega)=\frac1{\omega-\varepsilon_d-\Sigma(\omega)+i\Gamma/2}. \tag{14}
\]

Suppose that the ground state is a Fermi liquid, connected continuously to the one at \(U=0\). An electron added at energy \(\omega>0\) can lose its energy by creating, at the least, two particles and one hole, whose positive excitation energies sum to \(\omega\). The allowed region has area \(\omega^2/2\). To second order in \(U\), with full propagators and dot spectral function \(A=-\mathrm{Im}\,G^r/\pi\), this gives

\[
-\mathrm{Im}\,\Sigma(\omega)\simeq\frac{\pi U^2A(0)^3}{2}\,\omega^2 \tag{15}
\]

at low energy. The same argument with particles and holes exchanged covers \(\omega<0\). Higher orders change the coefficient; processes with more excitations have less phase space and vanish with a higher power of \(\omega\). In the Fermi liquid, therefore, \(\mathrm{Im}\,\Sigma(0)=0\) at \(T=0\): an electron at the Fermi level has no inelastic channel.

In a self-consistent second-order calculation with \(U=2\,\Gamma\) and \(\varepsilon_d=-0.3\,\Gamma\), \(-\mathrm{Im}\,\Sigma\), averaged over the two signs of \(\omega\), rises from \(0.00191\,\Gamma\) at \(|\omega|=0.05\,\Gamma\) to \(0.00756\,\Gamma\) at \(0.1\,\Gamma\) (the last digit drops by one on a finer frequency grid). The ratio is 3.96, close to the factor 4 of a quadratic law.

Define \(\tilde\varepsilon=\varepsilon_d+\mathrm{Re}\,\Sigma(0)\) and an angle \(\delta\) by

\[
\cot\delta=\frac{2\tilde\varepsilon}\Gamma,\qquad0<\delta<\pi. \tag{16}
\]

Then \(G^r(0)=1/(-\tilde\varepsilon+i\Gamma/2)=-e^{i\delta}/|\tilde\varepsilon-i\Gamma/2|\). Apart from the sign, \(\delta\) is the phase of the Green function at the Fermi level; it is called the scattering phase shift. Since \(\sin^2\delta=1/(1+\cot^2\delta)\),

\[
-2\,\mathrm{Im}\,G^r(0)=\frac{\Gamma}{\tilde\varepsilon^2+\Gamma^2/4}=\frac4\Gamma\sin^2\delta. \tag{17}
\]

Together with (13),

\[
G=\frac{2e^2}h\,\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2\delta. \tag{18}
\]

It remains to connect \(\delta\) with the occupation.

## Counting the electrons

At \(T=0\) the occupation per spin is the spectral weight below the Fermi level,

\[
n_\sigma=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,G^r(\omega). \tag{19}
\]

From (14), with \(\Gamma\) constant, \(\partial_\omega(1/G^r)=1-\partial_\omega\Sigma\). Multiplying by \(G^r\) and rearranging,

\[
G^r=\partial_\omega\ln\frac1{G^r}+G^r\partial_\omega\Sigma. \tag{20}
\]

The integral in (19) therefore splits into two parts:

\[
n_\sigma=-\frac1\pi\left[\arg\frac1{G^r}\right]_{-\infty}^{0}+I_L,\qquad
I_L=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,G^r\partial_\omega\Sigma. \tag{21}
\]

Causality requires \(\mathrm{Im}\,\Sigma\le0\), so \(\mathrm{Im}(1/G^r)=\Gamma/2-\mathrm{Im}\,\Sigma>0\). The inverse Green function stays in the upper half-plane, and its argument stays between \(0\) and \(\pi\) without any jump of \(2\pi\). At \(\omega\to-\infty\) the argument is \(\pi\). At \(\omega=0\) it is \(\arg(-\tilde\varepsilon+i\Gamma/2)=\pi-\delta\). The first part of (21) is therefore \(-(\pi-\delta-\pi)/\pi=\delta/\pi\), and

\[
n_\sigma=\frac\delta\pi+I_L. \tag{22}
\]

## Why the Luttinger integral vanishes

The functions in \(I_L\) are analytic in the upper half-plane. At large \(|z|\), \(G\sim1/z\), and \(\Sigma\) approaches a constant with a correction of order \(1/z\), so \(G\,\partial_z\Sigma\sim z^{-3}\) and a large arc contributes nothing. Closing the contour along the positive imaginary axis,

\[
\int_{-\infty}^0d\omega\,G^r\partial_\omega\Sigma=-\int_0^\infty dy\,G(iy)\frac{d\Sigma(iy)}{dy}. \tag{23}
\]

Let \(P(y)\) be the integrand on the right. Because \(G(-iy)=G(iy)^*\) and \(\Sigma(-iy)=\Sigma(iy)^*\), while the derivative changes sign under \(y\to-y\), we have \(P(-y)=-P(y)^*\). The integral of \(P\) over the whole axis is thus \(2i\,\mathrm{Im}\int_0^\infty P\,dy\), and

\[
I_L=\frac1{2\pi i}\int_{-\infty}^{\infty}dy\,G(iy)\frac{d\Sigma(iy)}{dy}. \tag{24}
\]

Now let \(\Phi[G]\) be the sum of closed skeleton diagrams, drawn with full propagators and without self-energy insertions. Removing one propagator from such a diagram leaves a self-energy diagram. With a suitable normalization,

\[
\delta\Phi=\sum_\sigma\int\frac{dy}{2\pi}\,\Sigma_\sigma(iy)\,\delta G_\sigma(iy). \tag{25}
\]

At each interaction vertex one line of each spin enters and one leaves. If the frequencies of all lines of one spin are shifted by the same \(\eta\), frequency is still conserved at every vertex. The shift can be undone by a change of integration variables, so \(\Phi\) does not change. To first order in \(\eta\), (25) then gives

\[
0=\int_{y=-\infty}^{y=\infty}\Sigma(iy)\,dG(iy). \tag{26}
\]

This must include the jump of \(G\) at \(y=0\), between \(1/(-\tilde\varepsilon-i\Gamma/2)\) and \(1/(-\tilde\varepsilon+i\Gamma/2)\). Under the shift, \(G\) changes by a finite amount in an interval of width \(\eta\), which contributes \(\eta\,\Sigma(0)\) times the jump. This is well defined because \(\Sigma\) is continuous there: its imaginary part vanishes at zero frequency. Terms quadratic in \(\delta G\) are taken to vanish faster than \(\eta\), as part of the Fermi-liquid assumption.

Integrate (26) by parts. The boundary term \(\Sigma G\) vanishes because \(G\to0\) at both ends, so \(\int G\,d\Sigma=0\). By (24), \(I_L=0\), and (22) becomes the Friedel-Langreth sum rule

\[
\delta=\pi n_\sigma=\frac{\pi n}2. \tag{27}
\]

Inserting it in (18) gives the conductance formula (1).

The integrand of \(I_L\) does not vanish point by point. In the second-order calculation above, whose self-energy is derived from a \(\Phi\), the integral comes out as \(-1.5\times10^{-5}\), a residue of the frequency grid that falls to order \(10^{-6}\) when the grid is refined, while the integral of the absolute value is \(0.068\). That calculation is approximate for the dot, but it respects the sum rule: \(-\tfrac12\Gamma\,\mathrm{Im}\,G^r(0)=0.7784\), and \(\sin^2(\pi n/2)=0.7783\) from its integrated occupation (\(0.7784\) on a finer grid).

## Limits and conditions

For \(U=0\), (16) and (27) give \(n_\sigma=\frac12-\frac1\pi\arctan(2\varepsilon_d/\Gamma)\). Then \(\sin^2(\pi n_\sigma)=1/(1+4\varepsilon_d^2/\Gamma^2)\), the familiar resonance of a non-interacting level.

An empty or doubly occupied dot does not conduct. For small \(n\), \(\sin^2(\pi n/2)\simeq\pi^2n^2/4\). At \(n=1\) the sine reaches its maximum. When \(\varepsilon_d=-U/2\), particle-hole symmetry enforces \(n=1\) for any \(U\), and \(\tilde\varepsilon=0\): the interaction has moved the effective resonance to the Fermi level. For large \(U/\Gamma\) this is the Kondo regime. The asymmetry factor is at most 1, since \((\Gamma_L+\Gamma_R)^2-4\Gamma_L\Gamma_R=(\Gamma_L-\Gamma_R)^2\ge0\).

The conditions matter as follows.

- **Temperature and bias.** Both must be small compared with the energy scale of the Fermi liquid, which in the Kondo regime is the Kondo temperature. Otherwise \(\mathrm{Im}\,\Sigma\) cannot be dropped, and (12) samples a range of energies.
- **Ground state.** A dot that keeps a free magnetic moment is not continuously connected to the state at \(U=0\). The arguments for \(\mathrm{Im}\,\Sigma(0)=0\) and \(I_L=0\) then do not apply.
- **Magnetic field.** The derivation works for each spin separately. In (1), \(2\sin^2(\pi n/2)\) is replaced by \(\sin^2(\pi n_\uparrow)+\sin^2(\pi n_\downarrow)\), with the prefactor \(e^2/h\).
- **Finite bandwidth.** If \(\Delta\) depends on energy, (20) gains a term \(G^r\partial_\omega\Delta\), and

\[
\frac\delta\pi=n_\sigma+\frac1\pi\,\mathrm{Im}\int_{-\infty}^0d\omega\,G^r\partial_\omega\Delta. \tag{28}
\]

The added term is the change in the number of lead electrons per spin. For a flat band between \(-D\) and \(D\), it has two contributions of first order in \(\Gamma/D\). Near the Fermi level \(\mathrm{Re}\,\Delta\simeq\Gamma\omega/(\pi D)\), which with (19) gives \(-\Gamma n_\sigma/(\pi D)\). At the lower band edge \(\mathrm{Im}\,\Delta\) steps by \(-\Gamma/2\) where \(G^r\simeq-1/D\), which gives \(\Gamma/(2\pi D)\). Hence

\[
\frac\delta\pi-\frac n2\simeq\frac\Gamma{\pi D}\left(\frac12-\frac n2\right). \tag{29}
\]

## A strongly interacting dot

Take \(U=5\,\Gamma\), \(\Gamma_L=0.25\,\Gamma\), \(\Gamma_R=0.75\,\Gamma\) and \(D=100\,\Gamma\). The asymmetry factor is \(4\times0.25\times0.75=0.75\).

A numerical renormalization group calculation supplies \(n\) as a ground-state expectation value. The phase shift is read separately from the excitation energies. The one-particle levels of the dot with its finite chain of lead sites are the zeros of \(\omega-\varepsilon_d-\Sigma(\omega)-V^2g(\omega)\), where \(g\) is the Green function of the chain's first site and \(V\) the coupling of the dot to that site. At low energy \(\Sigma(\omega)\simeq\Sigma(0)+(1-1/Z)\,\omega\) with \(0<Z\le1\), so the levels satisfy \(\tilde\varepsilon+V^2g(\omega)=\omega/Z\). For \(|\omega|\ll Z\Gamma\) the right side may be dropped, and (16) gives \(\cot\delta\simeq-2V^2g(\omega)/\Gamma\). Dropping it makes this estimate of \(\cot\delta\) too small by \(2|\omega|/(Z\Gamma)\) for a particle level and too large by that amount for a hole level. The table gives \(\delta/\pi\) from the lowest particle level and conductances in units of \(2e^2/h\). Four decimals are kept to show the differences; the last one is uncertain. Without interaction, the discretization of the band alone shifts \(n/2\) by \(0.5\) to \(2\times10^{-4}\) over this range of phase shifts, more the farther the level lies from the Fermi energy, and the effect of the number of many-body states retained was not measured.

| \(\varepsilon_d/\Gamma\) | \(n/2\) | \(\delta/\pi\) | \(G\) from \(\delta\) | \(G\) from \(n\) |
|---|---|---|---|---|
| −2.5 | 0.5000 | 0.5006 | 0.7500 | 0.7500 |
| −1.0 | 0.4016 | 0.4020 | 0.6809 | 0.6805 |
| 0.0 | 0.2302 | 0.2310 | 0.3302 | 0.3285 |
| 1.0 | 0.1138 | 0.1148 | 0.0934 | 0.0918 |

The conductances from \(\delta\) use the mean of the particle and hole values. At \(\varepsilon_d=-\Gamma\), for example, \(n=0.8031\), and (1) gives

\[
G=0.75\,\sin^2(0.8031\,\pi/2)\,\frac{2e^2}h=0.6805\times77.48\ \mu\mathrm S=52.7\ \mu\mathrm S.
\]

At the symmetric point \(\varepsilon_d=-2.5\,\Gamma\) the conductance is \(58.1\ \mu\mathrm S\). The same level without repulsion would give \(0.75\times0.25/(2.5^2+0.25)=0.0288\) in units of \(2e^2/h\), the value quoted at the start.

The small excess of \(\delta/\pi\) over \(n/2\) away from the symmetric point has the sign and order of magnitude of the bandwidth correction, although it amounts to only 4 to 10 units of the uncertain fourth decimal. At \(\varepsilon_d=-\Gamma\) part of it is the bias of the particle level: the hole level gives \(0.4017\), and the mean of the two exceeds \(n/2\) by \(0.0003\). At \(\varepsilon_d=\Gamma\), (29) predicts \((0.5-0.1138)/(100\pi)=0.0012\); the table shows \(0.0010\). A non-interacting level with the same phase shift gives \(0.0012\) on the continuous band and \(0.0010\) on the discretized one, so the discretization can account for the gap. The bandwidth was not varied, so this is a consistency check, not a test of (29). At the symmetric point (29) predicts no difference. There the particle and hole levels give \(0.5006\) and \(0.4994\), whose mean is \(0.5000\).

## Values computed for the example and the checks

```
Cluster test, weighted spin-up current (model energy unit / hbar):
  U=0.0: from dN/dt 0.199197, from Gr formula 0.199197
  U=3.0: from dN/dt 0.194441, from Gr formula 0.194441
Second-order conserving calculation, U=2 Gamma, energies in Gamma:
  ed=-0.3: n=0.68793, -Im Gr(0)*Gamma/2=0.77836, sin^2(pi n/2)=0.77834
    Luttinger integral -1.5e-05, with |integrand| 0.0680
    -Im Sigma at 0, 0.05, 0.1: 8.0e-06, 1.91e-03, 7.56e-03
  ed=0.5: n=0.37256, -Im Gr(0)*Gamma/2=0.30513, sin^2(pi n/2)=0.30512
    Luttinger integral -4.1e-06, with |integrand| 0.0131
    -Im Sigma at 0, 0.05, 0.1: 4.9e-07, 1.16e-04, 4.66e-04
U=0, ed=Gamma/2: n on chain 0.4987, wide-band n 0.5000
Worked example: U=5.0 Gamma, Gamma_L=0.25 Gamma, Gamma_R=0.75 Gamma
Half-bandwidth 100 Gamma; asymmetry factor 0.7500
Conductance quantum 2e^2/h = 77.4809 microsiemens
NRG: delta/pi from particle (p) and hole (h) levels; G in 2e^2/h
  ed=-2.5 Gamma: n=1.0000, n/2=0.5000, delta/pi p=0.5006 h=0.4994
    G from phase shift 0.7500, G from occupation 0.7500 = 58.11 microsiemens
    same ed with U=0: G=0.0288
  ed=-1.0 Gamma: n=0.8031, n/2=0.4016, delta/pi p=0.4020 h=0.4017
    G from phase shift 0.6809, G from occupation 0.6805 = 52.73 microsiemens
  ed=0.0 Gamma: n=0.4605, n/2=0.2302, delta/pi p=0.2310 h=0.2309
    G from phase shift 0.3302, G from occupation 0.3285 = 25.46 microsiemens
  ed=1.0 Gamma: n=0.2276, n/2=0.1138, delta/pi p=0.1148 h=0.1148
    G from phase shift 0.0934, G from occupation 0.0918 = 7.11 microsiemens
```
